**Spin-spin splitting and its rank-two selection rules in phosphorus**

The dipolar spin-spin operator has no first-order effect within an atomic LS term unless the total spin S and the total orbital angular momentum L are both at least 1. The program asserts that rank-two operators are absent for S = 0 and 1/2 and present for the tabulated spins from 1 to 3. It builds the spin-spin operator in the full Fock space of the phosphorus 3p shell from analytic Gaussian integrals, without inserting the selection rules. The assertions confirm zero first-order blocks for the three 3p³ terms and for ¹S and ¹D of 3p², and a nonzero block for ³P. The ³P levels J = 0, 1, 2 agree with −α²N, +α²N/2 and −α²N/10, where α is the fine-structure constant and N is a radial integral over the 3p orbital, found separately by quadrature. With frozen neutral-atom orbitals the output gives −0.587, +0.293 and −0.059 cm⁻¹ for these levels. Further assertions cover the zero-field splitting D = (3/5)α²N of an isolated p_x p_y triplet and the second-order splitting of ²D through its coupling to ⁴S.

## Program and output

```python
# Result under test: the dipolar spin-spin operator
#   H_ss = -alpha^2 sum_{i<j} sum_ab s_ia s_jb T_ab(r_ij),
#   T_ab(r) = (3 r_a r_b - r^2 delta_ab) / r^5      (Hartree atomic units, g = 2)
# has no first-order effect inside an atomic LS term unless S >= 1 and L >= 1.
# For the triplet P term of p^2 it equals
#   C [ (L.S)^2 + L.S/2 - L(L+1)S(S+1)/3 ],  C = -(3/5) alpha^2 N,
#   N = double integral over r2 > r1 of R(r1)^2 R(r2)^2 r1^2 r2^2 / r2^3,
# where R is the radial 3p function of phosphorus (ROHF, quartet S state).
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid, trapezoid
from pyscf import gto, scf

alpha = constants.fine_structure
to_cm = constants.value('hartree-inverse meter relationship') / 100.0
micro = 1.0e6


def spin_matrices(s):
    m = s - np.arange(int(round(2 * s)) + 1)
    plus = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(plus + plus.T) / 2, (plus - plus.T) / 2j,
                     np.diag(m)], dtype=complex)


# Which tensor ranks exist on a (2S+1)-dimensional space? Diagonalize the
# Casimir operator of the commutator action; rank k has eigenvalue k(k+1).
print("Rank-two operators on a space of angular momentum S (pure numbers)")
for s in np.arange(0, 3.5, 0.5):
    sm = spin_matrices(s)
    d = sm.shape[1]
    one = np.eye(d)
    casimir = np.zeros((d * d, d * d), dtype=complex)
    for a in range(3):
        act = np.kron(sm[a], one) - np.kron(one, sm[a].T)
        casimir += act @ act
    count = int(np.sum(np.abs(np.linalg.eigvalsh(casimir) - 6) < 1e-8))
    assert count == (5 if s >= 1 else 0)
    square = np.zeros((d, d), dtype=complex)
    for a in range(3):
        for b in range(3):
            q = (sm[a] @ sm[b] + sm[b] @ sm[a]) / 2
            q = q - (a == b) * s * (s + 1) / 3 * one
            square += q @ q
    expected = s * (s + 1) * (2 * s - 1) * (2 * s + 3) / 6
    assert np.allclose(square, expected * one, atol=1e-10)
    print(f"  S = {s:.1f}: components {count}, "
          f"sum of Q_ab^2 = {square[0, 0].real + 0.0:.4f}")

# The rank-two spin tensor of a pair: no action on the singlet, and no
# direct or exchange remainder after summing over a closed shell.
half = spin_matrices(0.5)
swap = np.eye(4)[[0, 2, 1, 3]]
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)
pair_dot = sum(np.kron(half[a], half[a]) for a in range(3))
for a in range(3):
    for b in range(3):
        pair = (np.kron(half[a], half[b]) + np.kron(half[b], half[a])) / 2
        pair = pair - (a == b) * pair_dot / 3
        assert np.allclose(pair @ singlet, 0)
        for op in (pair, pair @ swap):
            left = np.einsum('ikjk->ij', op.reshape(2, 2, 2, 2))
            assert np.allclose(left, 0)

# Phosphorus ground state and its 3p orbital
mol = gto.M(atom='P 0 0 0', basis='cc-pvtz', spin=3, verbose=0)
mf = scf.ROHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
p_shells = [i for i in range(mol.nbas) if mol.bas_angular(i) == 1]
first, last = p_shells[0], p_shells[-1] + 1
assert p_shells == list(range(first, last))
ao_loc = mol.ao_loc_nr()
p_ao = slice(ao_loc[first], ao_loc[last])
open_mo = mf.mo_coeff[:, np.abs(mf.mo_occ - 1) < 1e-6]
assert open_mo.shape[1] == 3
blocks = open_mo[p_ao].reshape(-1, 3, 3)
biggest = np.argmax([np.linalg.norm(x) for x in blocks])
u, _, vt = np.linalg.svd(blocks[biggest])
blocks = blocks @ (u @ vt).T          # columns become p_x, p_y, p_z
radial_coef = np.trace(blocks, axis1=1, axis2=2) / 3
pure = radial_coef[:, None, None] * np.eye(3)
assert np.max(np.abs(blocks - pure)) < 1e-5
orb = pure.reshape(-1, 3)

# Radial quadrature for N on a logarithmic grid
x = np.linspace(np.log(1e-5), np.log(60.0), 8001)
r = np.exp(x)
points = np.zeros((r.size, 3))
points[:, 2] = r
ao = mol.eval_gto('GTOval_sph', points)[:, p_ao]
R = ao @ orb[:, 2] / np.sqrt(3 / (4 * np.pi))
norm = trapezoid(R**2 * r**3, x)
assert abs(norm - 1) < 1e-5
inner = cumulative_trapezoid(R**2 * r**3, x, initial=0)
N = trapezoid(R**2 * inner, x)
mean_r = trapezoid(R**2 * r**4, x)
scale = alpha**2 * N

# Analytic integrals of T_ab: both derivatives are moved onto the densities
shells = (first, last) * 4


def to_orbitals(g):
    for _ in range(4):                # contracts the four AO axes in turn
        g = np.tensordot(g, orb, axes=([g.ndim - 4], [0]))
    return g


n_p = orb.shape[0]
g = mol.intor('int2e_ip1ip2', comp=9, shls_slice=shells)
g = to_orbitals(g.reshape(3, 3, n_p, n_p, n_p, n_p))
g = g + g.transpose(0, 1, 3, 2, 4, 5)
g = g + g.transpose(0, 1, 2, 3, 5, 4)
trace = np.einsum('aaijkl->ijkl', g)
T = -(g - np.einsum('ab,ijkl->abijkl', np.eye(3), trace) / 3)
coulomb = mol.intor('int2e', shls_slice=shells).reshape((n_p,) * 4)
coulomb = to_orbitals(coulomb)

# Fock space of the p shell: spin-orbital index = 2 * orbital + spin
lower = np.array([[0., 1.], [0., 0.]])
ann = []
for p in range(6):
    mat = np.eye(1)
    for k in range(6):
        factor = np.diag([1., -1.]) if k < p else np.eye(2)
        mat = np.kron(mat, lower if k == p else factor)
    ann.append(mat)
pairs = np.array([ann[q] @ ann[p] for p in range(6) for q in range(6)])


def one_body(h):
    return sum(h[p, q] * ann[p].T @ ann[q]
               for p in range(6) for q in range(6))


def two_body(v):
    right = np.tensordot(v.reshape(36, 36), pairs, axes=1)
    return 0.5 * np.einsum('pji,pjk->ik', pairs, right, optimize=True)


H_ss = two_body(-alpha**2 * np.einsum('abijkl,auv,bwx->iukwjvlx',
                                      T, half, half, optimize=True))
H_c = two_body(np.einsum('ijkl,uv,wx->iukwjvlx',
                         coulomb, np.eye(2), np.eye(2), optimize=True))
assert np.allclose(H_ss, H_ss.conj().T, atol=1e-13)
eps = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[a, b, c], eps[a, c, b] = 1, -1
Lop = [one_body(np.kron(-1j * eps[a], np.eye(2))) for a in range(3)]
Sop = [one_body(np.kron(np.eye(3), half[a])) for a in range(3)]
L2 = sum(m @ m for m in Lop)
S2 = sum(m @ m for m in Sop)
LS = sum(Lop[a] @ Sop[a] for a in range(3))
J2 = L2 + S2 + 2 * LS
assert np.allclose(Lop[0] @ Lop[1] - Lop[1] @ Lop[0], 1j * Lop[2])
assert max(np.abs(H_ss @ (m + k) - (m + k) @ H_ss).max()
           for m, k in zip(Lop, Sop)) < 1e-8 * scale
number = np.rint(np.diag(sum(m.T @ m for m in ann))).astype(int)


def term(n, L, S):
    idx = np.where(number == n)[0]
    w, v = np.linalg.eigh((L2 + 100 * S2)[np.ix_(idx, idx)])
    keep = np.abs(w - L * (L + 1) - 100 * S * (S + 1)) < 1e-6
    full = np.zeros((64, int(keep.sum())), dtype=complex)
    full[idx] = v[:, keep]
    assert full.shape[1] == round((2 * L + 1) * (2 * S + 1))
    return full


def block(op, bra, ket):
    return bra.conj().T @ op @ ket


print("Phosphorus, ROHF/cc-pVTZ, quartet S ground state")
print(f"  total energy = {mf.e_tot:.6f} hartree")
print(f"  mean radius of 3p = {mean_r:.4f} bohr")
print(f"  radial integral N = {N:.6f} bohr^-3")
print(f"  alpha^2 = {alpha**2:.6e}")
print(f"  alpha^2 N = {scale * micro:.5f} microhartree")

print("Largest first-order H_ss element inside each term (microhartree)")
cases = [('3p3 4S', 3, 0, 1.5), ('3p3 2D', 3, 2, 0.5), ('3p3 2P', 3, 1, 0.5),
         ('3p2 1S', 2, 0, 0), ('3p2 1D', 2, 2, 0), ('3p2 3P', 2, 1, 1)]
terms = {}
for name, n, L, S in cases:
    terms[name] = term(n, L, S)
    size = np.linalg.norm(block(H_ss, terms[name], terms[name]), 2)
    allowed = S >= 1 and L >= 1
    assert (size > 0.1 * scale) if allowed else (size < 1e-8 * scale)
    print(f"  {name}: S = {S:.1f}, L = {L}, value = {size * micro:.5f}")

# Triplet P: full operator identity, then the energies of the J levels
v = terms['3p2 3P']
hv = block(H_ss, v, v)
C = -0.6 * scale
form = block(LS @ LS + LS / 2 - L2 @ S2 / 3, v, v)
assert np.abs(hv - C * form).max() < 2e-5 * scale  # radial grid error
wj, vj = np.linalg.eigh(block(J2, v, v))
print("P+ 3p2 3P with frozen 3p orbital: spin-spin energies")
print(f"  C = {C * micro:.5f} microhartree")
centre = 0.0
for J, ratio in ((0, -1.0), (1, 0.5), (2, -0.1)):
    vec = vj[:, np.abs(wj - J * (J + 1)) < 1e-6]
    assert vec.shape[1] == 2 * J + 1
    level = block(hv, vec, vec)
    energy = np.trace(level).real / (2 * J + 1)
    assert np.allclose(level, energy * np.eye(2 * J + 1), atol=1e-8 * scale)
    assert abs(energy - ratio * scale) < 2e-5 * scale
    centre += (2 * J + 1) * energy
    print(f"  J = {J}: {energy * micro:.5f} microhartree"
          f" = {energy * to_cm:.5f} cm^-1")
assert abs(centre) < 1e-8 * scale
print(f"  weighted sum of levels = {abs(centre) * micro:.5f} microhartree")

# Isolated p_x p_y configuration: no free rotation, yet a spin splitting
occ = np.array([np.diag(m.T @ m) for m in ann]).reshape(3, 2, 64).sum(axis=1)
xy = np.where((occ[0] == 1) & (occ[1] == 1) & (occ[2] == 0))[0]
D = 0.6 * scale
levels = np.linalg.eigvalsh(H_ss[np.ix_(xy, xy)])
assert np.allclose(levels, [-2 * D / 3, 0, D / 3, D / 3], atol=2e-5 * scale)
assert max(np.abs(m[np.ix_(xy, xy)]).max() for m in Lop) < 1e-12
D_num = levels[-1] - levels[0]
print("Isolated p_x p_y triplet (orbital motion quenched)")
print(f"  D = {D_num * micro:.5f} microhartree = {D_num * to_cm:.5f} cm^-1")

# Coupling between different terms of p^3 and the second-order splitting
q, d2, p2 = terms['3p3 4S'], terms['3p3 2D'], terms['3p3 2P']
assert np.abs(block(H_ss, q, p2)).max() < 1e-8 * scale
assert np.abs(block(H_ss, d2, p2)).max() < 1e-8 * scale
couplings = np.linalg.svd(block(H_ss, q, d2), compute_uv=False)
coupling = couplings[0]
assert coupling > 0.01 * scale
assert np.allclose(couplings, coupling, atol=1e-8 * scale)
gap = (np.trace(block(H_c, d2, d2)) / 10 - np.trace(block(H_c, q, q)) / 4).real
assert gap > 0
second = coupling**2 / gap
boost = 100.0                         # enlarges a tiny effect above roundoff
idx = np.where(number == 3)[0]
w = np.linalg.eigvalsh((H_c + boost * H_ss)[np.ix_(idx, idx)])
assert np.ptp(w[4:10]) < 1e-10 and np.ptp(w[10:14]) < 1e-10
assert abs((w[10] - w[4]) / (boost**2 * second) - 1) < 0.01
print("3p3 beyond first order, within the 3p shell")
print(f"  4S-2D coupling = {coupling * micro:.5f} microhartree")
print(f"  4S-2D term gap = {gap:.6f} hartree")
print(f"  second-order 2D splitting = {second * micro:.3e} microhartree")
print("every check passed")
```

Output:

```
Rank-two operators on a space of angular momentum S (pure numbers)
  S = 0.0: components 0, sum of Q_ab^2 = 0.0000
  S = 0.5: components 0, sum of Q_ab^2 = 0.0000
  S = 1.0: components 5, sum of Q_ab^2 = 1.6667
  S = 1.5: components 5, sum of Q_ab^2 = 7.5000
  S = 2.0: components 5, sum of Q_ab^2 = 21.0000
  S = 2.5: components 5, sum of Q_ab^2 = 46.6667
  S = 3.0: components 5, sum of Q_ab^2 = 90.0000
Phosphorus, ROHF/cc-pVTZ, quartet S ground state
  total energy = -340.715984 hartree
  mean radius of 3p = 2.3183 bohr
  radial integral N = 0.050220 bohr^-3
  alpha^2 = 5.325135e-05
  alpha^2 N = 2.67429 microhartree
Largest first-order H_ss element inside each term (microhartree)
  3p3 4S: S = 1.5, L = 0, value = 0.00000
  3p3 2D: S = 0.5, L = 2, value = 0.00000
  3p3 2P: S = 0.5, L = 1, value = 0.00000
  3p2 1S: S = 0.0, L = 0, value = 0.00000
  3p2 1D: S = 0.0, L = 2, value = 0.00000
  3p2 3P: S = 1.0, L = 1, value = 2.67429
P+ 3p2 3P with frozen 3p orbital: spin-spin energies
  C = -1.60458 microhartree
  J = 0: -2.67429 microhartree = -0.58694 cm^-1
  J = 1: 1.33715 microhartree = 0.29347 cm^-1
  J = 2: -0.26743 microhartree = -0.05869 cm^-1
  weighted sum of levels = 0.00000 microhartree
Isolated p_x p_y triplet (orbital motion quenched)
  D = 1.60458 microhartree = 0.35216 cm^-1
3p3 beyond first order, within the 3p shell
  4S-2D coupling = 1.79397 microhartree
  4S-2D term gap = 0.070937 hartree
  second-order 2D splitting = 4.537e-05 microhartree
every check passed
```
